\section*{Reference electrode and current bias: recovering four-terminal transmissions from measured resistances}

\section{The situation and the setting}

A small cross-shaped conductor sits in a cryostat with four contacts. A current enters at one contact and leaves at another, and the voltages of all contacts are recorded. A transport calculation for the same device yields transmissions between pairs of electrodes. The two sets of numbers can be compared once the circuit conditions are fixed: which electrode is the zero of voltage, and which carry current. This choice of \emph{reference electrode} is the setting treated here. It raises three questions: whether the transmissions depend on it, how it affects their errors, and which faults in the data a consistency check can expose.

Number the terminals 1 to 4 and take terminal 4 as reference, $V_4=0$. Currents $I_p$ are positive into the sample. $T_{pq}$ is the transmission from $q$ to $p$ for one spin direction, summed over modes. With spin degeneracy the conductance unit is $G_0=2e^2/h$, and $1/G_0=12906.4\,\Omega$. If a calculation reports transmissions already summed over both spins, the unit is $e^2/h$ instead.

\section{From scattering to a conductance matrix}

Assume normal leads, phase-coherent elastic scattering and a mean-field potential. Electrons carry charge $-e$. The current at $p$ is the outflow from that reservoir minus the inflow from the others:
\begin{equation}
I_p=-\frac{2e}{h}\int dE\sum_{q\ne p}\left[T_{qp}(E)f_p-T_{pq}(E)f_q\right].
\end{equation}
Unitarity of the scattering matrix makes each row and each column of squared amplitudes sum to one. Summing over the $N_p$ open modes of lead $p$, with $\mathcal R_p$ the total reflection back into that lead, gives
\begin{equation}
\sum_{q\ne p}T_{qp}=N_p-\mathcal R_p=\sum_{q\ne p}T_{pq}\equiv S_p .
\label{sum}
\end{equation}
The bracket may therefore be replaced by $T_{pq}(f_p-f_q)$. A voltage $V_p$ shifts the electrochemical potential by $-eV_p$, so to first order $f_p=f_0+eV_pf_0'$. Then
\begin{equation}
I_p=G_0\sum_{q\ne p}T_{pq}(V_p-V_q),\qquad
T_{pq}=\int dE\,(-f_0')\,T_{pq}(E).
\label{lb}
\end{equation}
The bias also changes the potential inside the sample, and hence $T_{pq}(E)$, but that change multiplies $f_p-f_q$, which is already first order. It does not enter linear response. From here on $T_{pq}$ and $S_p$ denote thermal averages at the reservoir temperature.

Write $I=\mathcal G V$ with $\mathcal G_{pp}=G_0S_p$ and $\mathcal G_{pq}=-G_0T_{pq}$ for $p\ne q$. Every row and every column of $\mathcal G$ sums to zero. The row rule says that equal voltages drive no current; the column rule says that charge is conserved.

\section{Why three biases suffice}

There are twelve unknown transmissions. Equation (\ref{sum}) gives four balance conditions, inflow equal to outflow at each terminal. Their sum is an identity, since each $T_{pq}$ occurs once on each side. The first three are independent, because $T_{14}$, $T_{24}$ and $T_{34}$ each occur in a different one of them. Nine unknowns remain, as many as three biases with three voltages each supply.

Put the currents at terminals 1 to 3 into the columns of $J$, one column per bias, and the voltages into $U$. With $V_4=0$ the fourth column of $\mathcal G$ drops out, so $J=gU$, where $g$ is the upper-left $3\times3$ block. If the biases are independent, $J$ is invertible and
\begin{equation}
R=UJ^{-1},\qquad g=R^{-1}.
\end{equation}
The missing row and column follow from the zero sums. With $E$ the $3\times3$ identity above a row of $-1$,
\begin{equation}
\mathcal G=E\,g\,E^{T},\qquad T_{pq}=-\mathcal G_{pq}/G_0\quad(p\ne q).
\label{rec}
\end{equation}
In particular $T_{p4}=\sum_{j\le3}g_{pj}/G_0$ and $T_{4q}=\sum_{i\le3}g_{iq}/G_0$. Since $\mathcal G$ does not refer to a zero of voltage, ideal data give the same transmissions for any choice of reference.

The inverse exists if the sample is connected. Let $D$ be diagonal with $D_{pp}=G_0S_p$, and let $P_{pq}=T_{pq}/S_p$ for $p\neq q\le3$, with $P_{pp}=0$. Then $g=D(1-P)$. The row sums of $P$ are $1-T_{p4}/S_p\le1$. If a chain of nonzero transmissions links every terminal to the reference, some weight is lost from every row within three steps, so all row sums of $P^3$ are below one. The spectral radius of $P$ is then below one, and
\begin{equation}
R=\sum_{n=0}^{\infty}P^nD^{-1}\ge0\quad\text{entry by entry}.
\label{neumann}
\end{equation}
An isolated group of terminals breaks the condition: its voltage floats and $R$ does not exist.

\section{What the tests can and cannot show}

\textbf{Sum rules.} Equation (\ref{rec}) uses the sum rules to build the fourth row and column. The completed matrix obeys them whatever the data, so their closure tests nothing. A real test needs redundant data, such as the current at terminal 4 read on its own ammeter, or a fourth bias whose voltages are predicted from the first three.

\textbf{Nonnegativity.} This is a real condition on the nine numbers. By (\ref{neumann}), nonnegative transmissions imply $R_{pq}\ge0$. A clearly negative entry of $R$ therefore forces at least one negative transmission. The raw data obey a second condition. At a floating terminal $l$, $I_l=0$ gives $V_l=\sum_qT_{lq}V_q/S_l$, a weighted mean of other voltages. If the highest voltage occurs at $l$, all terminals in that mean share it. Following the chain from $l$ towards the reference, one meets either the injecting terminal $k$, which then also has the highest voltage, or terminal 4. In the latter case the highest voltage is zero, all voltages vanish and no current flows, a contradiction. Hence the diagonal entry of $R$ is the largest in its column.

\textbf{Channel bound.} The reflection $\mathcal R_p=N_p-S_p$ cannot be negative, so one needs $S_p\le N_p$. This requires the mode number, which the lead band structure supplies.

\section{Errors and the choice of reference}

Varying $gR=1$ gives $\delta g\,R+g\,\delta R=0$, so $\delta g=-g\,\delta R\,g$ and $\delta\mathcal G=-(Eg)\,\delta R\,(gE^T)$. The first three columns of $E^T$ form the identity, so $(Eg)_{pk}=\mathcal G_{pk}$ for $k\le3$; likewise $(gE^T)_{lq}=\mathcal G_{lq}$ for $l\le3$. For independent errors of equal size $\sigma_R$ in the entries of $R$, the variances add:
\begin{equation}
\sigma(T_{pq})=\frac{\sigma_R}{G_0}
\Big(\sum_{k\le3}\mathcal G_{pk}^2\Big)^{1/2}
\Big(\sum_{l\le3}\mathcal G_{lq}^2\Big)^{1/2}.
\label{err}
\end{equation}
The error is set by whole rows and columns, not by $T_{pq}$ alone. A weak transmission has a large relative error, and a slightly negative value is compatible with zero. A reasonable criterion is to reject the data if some $T_{pq}<-3\sigma(T_{pq})$.

The reference enters because its large diagonal element $\mathcal G_{44}$ is absent from the sums. Take equal transmissions $\tau$ between all pairs, so that $\mathcal G_{pp}=3G_0\tau$. The root sum is $\sqrt{9+1+1}\,G_0\tau$ for $p\le3$ and $\sqrt3\,G_0\tau$ for $p=4$. Thus
\begin{equation}
\sigma=11\,\sigma_RG_0\tau^2\ \text{(neither is 4)},\qquad
\sigma=\sqrt{33}\,\sigma_RG_0\tau^2\ \text{(one is 4)}.
\end{equation}
For equal transmissions and fixed $\sigma_R$, the error is thus about half as large for transmissions into or out of the reference. Unequal transmissions change this ratio, and in a strongly chiral device some transmissions that involve the reference have a larger error than some that do not.

\section{Series resistance: a fault that passes}

Let lead $k\le3$ contain a resistance $r$ between the reservoir and the point where its voltage is read. Then $R'=R+r\,uu^T$, with $u$ the unit vector along $k$. With $\gamma=u^Tgu$, the inverse is
\begin{equation}
g'=g-\frac{r\,g\,uu^Tg}{1+r\gamma},
\end{equation}
because $R'g'=1+r\,uu^Tg\left[1-\frac{1}{1+r\gamma}-\frac{r\gamma}{1+r\gamma}\right]=1$. Multiplying by $E$ and $E^T$ gives
\begin{equation}
\mathcal G'_{ij}=\mathcal G_{ij}-\frac{r\,\mathcal G_{ik}\mathcal G_{kj}}{1+r\mathcal G_{kk}} .
\end{equation}
For the reference lead, all three voltages rise by $r$ times the total current, so $u=(1,1,1)^T$. Then $Egu$ and $u^TgE^T$ are minus the fourth column and row of $\mathcal G$, the two signs cancel, and the formula holds for $k=4$ as well. With $\rho=rG_0$,
\begin{align}
T'_{ij}&=T_{ij}+\frac{\rho\,T_{ik}T_{kj}}{1+\rho S_k}\quad(i\ne j;\ i,j\ne k),\label{ser}\\
T'_{kj}&=\frac{T_{kj}}{1+\rho S_k},\quad
T'_{ik}=\frac{T_{ik}}{1+\rho S_k},\quad
S'_k=\frac{S_k}{1+\rho S_k}.\label{ser2}
\end{align}
All transmissions stay nonnegative. For $i\ne k$ the diagonal element gives $S'_i=S_i-\rho T_{ik}T_{ki}/(1+\rho S_k)\le S_i$, so the channel bound survives too. Neither condition can reveal an uncorrected lead. For $r\to\infty$, lead $k$ carries no current and (\ref{ser}) becomes $T_{ij}+T_{ik}T_{kj}/S_k$: direct transmission plus transmission by way of a voltage probe. A finite $r$ lies between an ideal terminal and a probe.

Subtracting too much resistance replaces $\rho$ by $-\rho$ in (\ref{ser2}). Then $S'_k$ grows and reaches $N_k$ when
\begin{equation}
r=\frac{1}{G_0}\left(\frac1{S_k}-\frac1{N_k}\right).
\label{limit}
\end{equation}

\section{A cross junction in a quantum well}

The example uses rough typical parameters of a high-mobility III--V quantum well: mass $0.067\,m_e$, hard-wall arms 80 nm wide, Fermi energy 11 meV, field 1 T and temperature 1.5 K. Each lead has $N=3$ open modes per spin. A Gaussian bump of height 6 meV and width parameter 15 nm, centred 15 nm to the right of and 10 nm below the middle, breaks the symmetry of the cross. It acts only inside the central square and is cut off at the mouths of the arms, where it still reaches about 2.5 meV on the right; letting it extend into the arms would change the transmissions by up to 0.03. Reference transmissions come from lattice Green functions with 5 nm spacing. The voltages were obtained separately, by solving the finite-bias current integrals with those $T_{pq}(E)$ for $\pm2$ nA sent from terminals 1, 2 and 3 in turn to terminal 4. Half the difference of the two polarities was taken, and random noise of 20 nV was added to it, so $\sigma_R=20\,\mathrm{nV}/2\,\mathrm{nA}=10\,\Omega$.

The first voltage is $12.0458\,\mu$V, so $R_{11}=12.0458\,\mu\mathrm V/2\,\mathrm{nA}=6022.9\,\Omega$. In k$\Omega$,
\begin{equation}
R=\begin{pmatrix}6.0229&1.6684&2.4005\\4.5679&6.0542&2.4987\\4.0781&4.0077&6.6290\end{pmatrix}.
\end{equation}
All entries are positive and each diagonal entry leads its column. The minors along the first row are $30.119$, $20.091$ and $-6.383$, so
\begin{equation}
\det R=6.0229(30.119)-1.6684(20.091)+2.4005(-6.383)=132.56 .
\end{equation}
Hence $g_{11}/G_0=12.9064\times30.119/132.56=2.932$ and $g_{21}/G_0=-12.9064\times20.091/132.56=-1.956$, which gives $T_{21}=1.956$. The first row of $g/G_0$ is $(2.9324,-0.1401,-1.0091)$, and its sum is $T_{14}=1.783$. The full result, with row the destination and column the source, is
\begin{equation}
T=\begin{pmatrix}-&0.140&1.009&1.783\\1.956&-&0.398&0.580\\0.621&1.688&-&0.499\\0.355&1.106&1.401&-\end{pmatrix}.
\end{equation}
With terminals 1 to 4 at left, top, right and bottom and the field towards the viewer, the Lorentz force turns electrons to their left. The four large elements $T_{21},T_{32},T_{43},T_{14}$ are these left turns. The cyclotron radius, 92 nm, is close to the arm width.

For the smallest element, (\ref{err}) gives root sums $3.104$ for row 1 and $3.388$ for column 2, in units of $G_0$. Thus $\sigma(T_{12})=(10/12906.4)\times3.104\times3.388=0.008$, and $T_{12}$ lies 17 standard errors above zero. Errors between terminals 1 to 3 are 0.007 to 0.010; those involving the reference are 0.004 to 0.005. A direct test with 20\,000 noisy inversions gave spreads between 0.989 and 1.006 times the formula.

Without noise, the inversion reproduces the reference transmissions to $5\times10^{-6}$. With noise, the largest deviation in units of its error is in $T_{42}$: 1.106 against 1.121, three standard errors. Since the noise-free inversion agrees, this is the effect of this particular noise draw; a largest deviation of this size occurs in about 3\% of draws.

\section{Faults, seen in the same data}

For current from 1 to 3, linearity predicts $(V_2-V_4)/I=R_{21}-R_{23}=2069\,\Omega$. Solving that bias directly, without noise, gives $2050\,\Omega$. The difference of $19\,\Omega$ is 1.4 times the expected error $\sqrt2\times10\,\Omega$, so this redundant test is passed.

Reversing the sign of the single reading $U_{21}$ makes the smallest reconstructed transmission $-3.6$, far outside its error, while the sum rules still close. Nonnegativity finds the fault and closure does not.

A resistance of $200\,\Omega$ in every lead, with noise absent, changes transmissions by up to 0.16, yet none is negative. The smallest element rises from 0.134 to 0.174, by 30\%. To first order in $\rho=0.0155$, (\ref{ser}) and (\ref{ser2}) give $\delta T_{12}=\rho[T_{13}T_{32}+T_{14}T_{42}-(S_1+S_2)T_{12}]=0.045$, close to the computed 0.040. Paths through the strong left turns imitate a weak direct transmission.

In the opposite direction, (\ref{limit}) gives $100\,\Omega$ for lead 1: a larger excess subtraction violates the channel bound. At that point the smallest transmission is still 0.137, so here the channel bound reacts before nonnegativity.

A leak $g_L$ from terminal 2 to earth that bypasses the ground ammeter adds $g_L$ to $g_{22}$. The apparent $T_{24}$ and $T_{42}$, being row and column sums, both rise by $g_L/G_0$. For 1 M$\Omega$ this is 0.013. The ground current is short by $g_LV_2$, which is 12 pA of the 2 nA in the second bias, and a separate ammeter can see it.

\section{How far the model can be trusted}

The density, $3\times10^{11}\,\mathrm{cm}^{-2}$, and the assumed mobility, $10^6\,\mathrm{cm^2/Vs}$, are of the usual order for clean wells of this kind. The corresponding mean free path is $9\,\mu$m, over a hundred arm widths. This figure belongs to the unpatterned electron gas; scattering at rough sidewalls, absent from the model, can shorten it in arms this narrow. One assumption that a real device can easily break is that the meter reads the reservoir voltage: contacts, access regions and cryostat wiring lie in series. The $200\,\Omega$ used above is a rough figure for this, and its effect of up to 0.16 exceeds the changes of $T$ from thermal averaging, Zeeman splitting and finite bias given next. Thermal averaging, which is included, changes $T$ by at most 0.004. Zeeman splitting with a $g$ factor of about 0.4 changes it by $10^{-5}$. Using one current polarity gives an error of $10^{-3}$, computed with $T_{pq}(E)$ held fixed; the change of the potential with bias would add further terms of second order. The Fermi energy is 0.7\% of a rough 1.5 eV gap, so by itself it raises the mass by only about one percent; each percent shifts $T$ by about 0.01. The confinement energy of the well, not included here, also raises the mass: a mass 5\% larger at the same Fermi energy changes $T$ by up to 0.05. The 5 nm lattice misstates the kinetic energy by up to 4\% at the Fermi energy. Refining the spacing to 2 nm, at the Fermi energy, changes the transmissions by up to 0.04 and lowers the smallest from 0.133 to 0.114; at 1 nm the change reaches 0.046 and the smallest is 0.111, still drifting slowly. The three decimals shown therefore describe the 5 nm lattice model, not a converged continuum device. Soft walls, self-consistent charge and interactions beyond mean field were not sized.

\section{Guidance}

\begin{itemize}
\item Choose the reference before measuring. Subtracting another terminal's voltage from the same readings afterwards leaves the transmissions, and their errors, unchanged. If all resistance entries have similar errors, grounding the terminal whose transmissions matter most is a good first choice. It is not always the best one for a single weak transmission: when nearly all electrons turn the same way, a third terminal can give a smaller error. Relabel the terminals and compare the choices with (\ref{err}).
\item Average calculated transmissions with $-f_0'$ at the reservoir temperature, and match the spin convention to $G_0$.
\item Keep $eV$ well below $k_BT$ and reverse the current. Here $eV$ is about a tenth of $k_BT$. Reversal removes the even terms in $V(I)$ and lowers the error from $10^{-3}$ to $5\times10^{-6}$.
\item Judge negative values against (\ref{err}), and compare $S_p$ with the mode number of each lead.
\item Measure the ground current and one further bias. Determine series resistances separately, or add them to the calculated circuit before comparing voltages.
\end{itemize}
The numerical output below lists the voltages, matrices and errors in full.

\section*{Table of computed values}
\begin{verbatim}
mass 0.067 m_e; arm width 80 nm; lattice spacing 5 nm; hopping 22.75 meV
Fermi energy 11.0 meV; field 1.0 T; temperature 1.5 K; kT 0.1293 meV
bump: 6.0 meV, radius 15 nm, centre (15, -10) nm
sheet density 3.08e+11 cm^-2; cyclotron radius 91.5 nm
open modes per lead and spin: 3; 1/G0 = 12906.40 ohm
bias 2.0 nA; reading noise 20 nV; resistance error 10.0 ohm
noisy voltages (uV), rows terminals 1-3, columns biases:
     12.0458     3.3367     4.8011
      9.1357    12.1083     4.9974
      8.1561     8.0154    13.2579
reduced resistance matrix (ohm):
      6022.9     1668.4     2400.5
      4567.9     6054.2     2498.7
      4078.1     4007.7     6629.0
reduced conductance matrix / G0:
      2.9324    -0.1401    -1.0091
     -1.9560     2.9341    -0.3976
     -0.6214    -1.6877     2.8082
reconstructed T, row = to, column = from:
      0.0000     0.1401     1.0091     1.7832
      1.9560     0.0000     0.3976     0.5804
      0.6214     1.6877     0.0000     0.4991
      0.3550     1.1063     1.4014     0.0000
standard errors of T (ignore diagonal):
      0.0086     0.0081     0.0072     0.0047
      0.0098     0.0093     0.0083     0.0053
      0.0092     0.0088     0.0078     0.0050
      0.0050     0.0048     0.0042     0.0027
thermal-average reference T:
      0.0000     0.1337     1.0128     1.7853
      1.9609     0.0000     0.4062     0.5812
      0.6183     1.6940     0.0000     0.5023
      0.3526     1.1206     1.3956     0.0000
reconstructed S_p: 2.9324 2.9341 2.8082 2.8627
reflections N-S_p: 0.0676 0.0659 0.1918 0.1373
smallest T/error 17.2; condition number of R 4.15
Monte Carlo/formula error ratio: 0.989 to 1.006
fourth bias, (V2-V4)/I: predicted 2069.1, direct 2049.7 ohm
reversed reading: smallest T -3.585, T/error -156.7, closure error 0.0e+00
200 ohm in every lead: largest T change 0.1597, smallest T 0.1739
lead 1 correction at channel bound 100.1 ohm; smallest T there 0.1368
leak 1.0 Mohm: T24 and T42 shift 0.0129; missing current, bias 2: 11.98 pA
finite-bias T error: one polarity 9.5e-04, reversed 5.4e-06
thermal averaging changes T by at most 0.0042
Zeeman splitting (g about 0.4) 0.0232 meV; T change 1.0e-05
mean free path at rough mobility 1e+06 cm2/Vs: 9.2 um
Fermi energy / rough 1.5 eV gap: 0.0073; lattice dispersion error 4.3 %
\end{verbatim}
